# Truncation Errors of Hill's Fourier Method for One-Dimensional Periodic Potentials

## Truncation error of Hill's method

Suppose the lowest band energy of a comb of delta barriers is computed in plane waves, and the cutoff is doubled until the energy settles. In the example below, going from $N=160$ to $N=320$ lowers the energy by $5.5\times10^{-4}$ eV. It is tempting to conclude that the remaining error is much smaller than this last change. It is not: it is also $5.5\times10^{-4}$ eV. For an analytic potential the same reasoning becomes safe only once the cutoff is large enough for the exponential decay derived below to have set in. To turn a change between two cutoffs into an error estimate, one needs the law of convergence, and its form depends chiefly on how smooth the potential is.

### The truncated problem

An electron of mass $m$ moves in a real potential $V(x)$ of period $a$. A Bloch state with wave number $k$, normalized over one cell, is written

$$\psi(x)=\frac{1}{\sqrt a}\sum_n c_n e^{iq_nx},\qquad q_n=k+\frac{2\pi n}{a},\qquad \sum_n|c_n|^2=1 .$$

With $\kappa=ka/2\pi$, $|\kappa|<\tfrac12$, the kinetic energies are

$$T_n=\frac{\hbar^2q_n^2}{2m}=\varepsilon(n+\kappa)^2,\qquad \varepsilon=\frac{\hbar^2}{2m}\Big(\frac{2\pi}{a}\Big)^2 .$$

Let $V_n=a^{-1}\int_0^aV e^{-2\pi inx/a}dx$. Projecting the Schrödinger equation on each plane wave gives Hill's equations,

$$(T_n-E)c_n=-\sum_mV_{n-m}c_m. \tag{1}$$

Truncation keeps $|n|\le N$, that is, $2N+1$ waves. The lowest eigenvalue $E_N$ of the finite matrix is the minimum of the energy over the kept waves. Hence $E_N\ge E$, and $E_N$ cannot rise when $N$ grows. We treat the lowest band, assumed nondegenerate at the chosen $k$.

### The error is the energy of the lost tail

Split the exact state into $p$, with $|n|\le N$, and $q$, with $|n|>N$. Since $(H-E)(p+q)=0$, projection on $p$ and on $q$ gives

$$\langle p|H-E|p\rangle=-\langle p|H-E|q\rangle,\qquad \langle q|H-E|p\rangle=-\langle q|H-E|q\rangle .$$

The right side of the second equation is real, so $\langle p|H-E|q\rangle=\langle q|H-E|p\rangle$. Therefore $\langle p|H-E|p\rangle=\langle q|H-E|q\rangle$, and the mean energy of the truncated exact state is

$$\rho=\frac{\langle p|H|p\rangle}{\langle p|p\rangle}=E+\frac{\langle q|H-E|q\rangle}{\langle p|p\rangle}. \tag{2}$$

By the minimum property $E_N\le\rho$. A lower bound is also needed. Let $\lambda_1=E_N<\lambda_2\le\dots$ be the eigenvalues of the truncated matrix $H_P$, let $u=p/\|p\|$ have components $u_j$ on its eigenvectors, and let $r=(H_P-\rho)u$. Then

$$0\le\sum_j|u_j|^2(\lambda_j-\lambda_1)(\lambda_j-\lambda_2)=\|r\|^2+(\rho-\lambda_1)(\rho-\lambda_2).$$

The sum is nonnegative because its first two terms vanish and the others are not negative. The right side follows from $\langle u|H_P^2|u\rangle=\rho^2+\|r\|^2$. If $\rho<\lambda_2$, this is Temple's inequality,

$$\rho-\frac{\|r\|^2}{\lambda_2-\rho}\le E_N\le\rho. \tag{3}$$

The condition holds for large $N$, because $\rho\to E$ while $\lambda_2$ stays above the second exact level.

To bound $r$, project $(H-E)p=-(H-E)q$ on the kept waves. Kinetic energy does not couple $p$ and $q$, so $(H_P-E)p=-PVq$, where $P$ projects on the kept waves. The vector $r$ is the part of $(H_P-E)u$ orthogonal to $u$. For a bounded potential, therefore,

$$\|r\|\le\frac{\|PVq\|}{\|p\|}\le\frac{\max|V|\,\|q\|}{\|p\|}.$$

The corrections in (3), and the terms in $V$ and $E$ in the tail energy, are thus all of order $\|q\|^2$. But $\|q\|^2$ is at most $\sum_{|n|>N}T_n|c_n|^2$ divided by the smallest lost $T_n$, which grows as $N^2$. Hence

$$E_N-E=\sum_{|n|>N}T_n|c_n|^2\,\big[1+O(N^{-2})\big]\qquad(V\text{ bounded}). \tag{4}$$

The problem is reduced to the decay of the exact Fourier coefficients.

### Rectangular barriers: exponent 3

Let $V=V_0$ for $|x|<b/2$ and zero in the rest of the cell, with $0<b<a$. The right side of (1) is $-(V\psi)_n$, where one integration by parts gives

$$(V\psi)_n=\frac{V_0}{\sqrt a}\int_{-b/2}^{b/2}\psi e^{-iq_nx}dx
=\frac{iV_0}{q_n\sqrt a}\Big[\psi(\tfrac b2)e^{-iq_nb/2}-\psi(-\tfrac b2)e^{iq_nb/2}\Big]+O(q_n^{-2}).$$

The remainder contains $q_n^{-1}\int\psi'e^{-iq_nx}dx$. A second integration by parts makes it $O(q_n^{-2})$, since $\psi'$ is continuous and $\psi''$ is bounded inside the barrier. Division by $T_n-E$ shows that $c_n$ is of order $n^{-3}$.

Because $V$ is even, $\psi^*(-x)$ solves the same equation with the same $k$. It equals $\psi(x)$ up to a phase, so both edges have the same density $D=|\psi(b/2)|^2$. Using $T_n|c_n|^2\approx|(V\psi)_n|^2/T_n$ and $q_n=2\pi(n+\kappa)/a$,

$$T_n|c_n|^2\approx\frac{V_0^2a}{4\pi^2\varepsilon(n+\kappa)^4}\Big\{2D-2\,\mathrm{Re}\big[\psi(\tfrac b2)\psi^*(-\tfrac b2)e^{-iq_nb}\big]\Big\}.$$

The second term is interference between the edges. It oscillates as $e^{-2\pi inb/a}$, whose partial sums are bounded because $b/a$ is not an integer. Summation by parts then makes its contribution to the tail $O(N^{-4})$. The first term needs $\sum_{|n|>N}(n+\kappa)^{-4}\approx2/(3N^3)$, so

$$E_N-E=\frac{V_0^2\,a\,|\psi(b/2)|^2}{3\pi^2\varepsilon N^3}\big[1+O(1/N)\big]. \tag{5}$$

If $\psi$ vanished at both edges, this leading term would be absent and the decay faster.

### Delta barriers: exponent 1

For $V=g\sum_j\delta(x-ja)$ with $g>0$, all $V_n$ equal $g/a$. This potential is unbounded, so (4) is not available, but the truncated problem can be solved. Put $S=\sum_{|m|\le N}c_m$. The truncated form of (1) gives $c_n=-(g/a)S/(T_n-E_N)$. Summing over $n$ and dividing by $S\ne0$,

$$\frac ag=-\sum_{|n|\le N}\frac1{T_n-E_N}. \tag{6}$$

The untruncated comb obeys the same equation with all $n$. Subtracting the missing terms from both sides of (6) turns it into the untruncated equation for another strength $g_N$:

$$\frac1{g_N}=\frac1g-\frac{\tau_N}{a},\qquad \tau_N=\sum_{|n|>N}\frac1{T_n-E_N}. \tag{7}$$

Once $N$ is large enough that $g_N>0$, each equation has one root between $T_0$ and the next kinetic level, because its right side falls there from $+\infty$ to $-\infty$. So $E_N$ is the exact lowest energy of a comb with the slightly larger strength $g_N$.

For large $N$, $\tau_N\approx2/(\varepsilon N)$, and $g_N-g\approx g^2\tau_N/a$. The Hellmann–Feynman theorem gives $\partial E/\partial g=\langle\psi|\partial H/\partial g|\psi\rangle=|\psi(0)|^2$. Therefore

$$E_N-E=\frac{2g^2|\psi(0)|^2}{a\varepsilon N}\big[1+O(1/N)\big]. \tag{8}$$

The density at the barrier matters. At $k=0$ the odd state $\sin(2\pi x/a)$ vanishes at every delta function, has energy $\varepsilon$, and lies in the basis for $N\ge1$. It has no truncation error.

### Analytic potentials: exponential decay

Let $V$ be analytic for $|\mathrm{Im}\,x|<\eta$. Solutions of a linear differential equation continue analytically wherever its coefficients do, so $\psi$ is analytic in the same strip. In

$$c_n=\frac1{\sqrt a}\int_0^a\psi(x)e^{-iq_nx}dx$$

the integrand has period $a$. The path may be shifted to $x-i\eta'$ for $n>0$, or $x+i\eta'$ for $n<0$, with $\eta'<\eta$, because the two vertical sides cancel. This produces the factor $e^{-2\pi|n|\eta'/a}$. Inserting it in (4) gives, for every $\eta'<\eta$,

$$E_N-E\le C\,e^{-4\pi\eta'N/a}, \tag{9}$$

with $C$ depending on $\eta'$. The factor $N^2$ from $T_n$ is absorbed by starting from a slightly larger $\eta'$.

**Simple poles.** To find the prefactor, take $V_n=Ur^{|n|}$ with $0<r<1$. The geometric series sums to

$$V(x)=\frac{U(1-r^2)}{1-2r\cos(2\pi x/a)+r^2},\qquad \eta=\frac a{2\pi}\ln\frac1r,$$

with simple poles at $x=\pm i\eta$ and their periodic copies. Near a pole $x_0$, a trial $\psi\sim(x-x_0)^s$ requires $s(s-1)=0$, since a simple pole in $V$ is weaker than the $(x-x_0)^{-2}$ produced by $\psi''$. Thus $\psi$ stays bounded, the path can be moved up to the pole, and $b_n=c_nr^{-n}$ is bounded for $n>0$. Equation (1) becomes

$$(T_n-E)b_n=-U\Big[\sum_{m\le n}b_m+\sum_{m>n}r^{2(m-n)}b_m\Big].$$

Bounded $b_m$ make the bracket $O(n)$, so $b_n=O(1/n)$. The bracket is then $O(\ln n)$ and $b_n=O(\ln n/n^2)$, whose sum converges. The bracket therefore tends to $A_+=\sum_mc_mr^{-m}$, with a correction $O(1/n)$, and

$$c_n\approx-\frac{UA_+r^n}{T_n}\qquad(n\to+\infty).$$

For $n\to-\infty$, $A_-=\sum_mc_mr^m$ and $r^{|n|}$ take their places. In the tail sum (4), $T_n$ varies slowly compared with $r^{2|n|}$, which leaves a geometric series:

$$E_N-E\approx\frac{U^2r^{2N+2}}{1-r^2}\left[\frac{|A_+|^2}{T_{N+1}}+\frac{|A_-|^2}{T_{-N-1}}\right]\propto\frac{e^{-4\pi\eta N/a}}{N^2}, \tag{10}$$

with relative corrections $O(1/N)$, provided $A_\pm$ do not both vanish. One factor $e$ in the error costs $a/(4\pi\eta)$ in $N$. A potential with poles close to the real axis is analytic but still converges slowly.

**No singularity at finite distance.** For $V=2W\cos(2\pi x/a)$ the bound (9) holds for every $\eta'$, so the decay beats any exponential. At $k=0$, (1) reads $(T_n-E)c_n=-W(c_{n-1}+c_{n+1})$. Take $n$ so large that $T_n-E>2|W|$. If $|c_n|\ge|c_{n-1}|$, the recurrence gives $|c_{n+1}|\ge(T_n-E)|c_n|/|W|-|c_{n-1}|>|c_n|$, and the growth would continue without end. So on the normalizable solution $|c_n|$ decreases for large $n$, which gives $|c_n|\le2|W||c_{n-1}|/(T_n-E)$ and $c_{n+1}/c_n\to0$. Hence $c_n/c_{n-1}=-(W/T_n)[1+O(n^{-2})]$. The tail is dominated by $n=\pm(N+1)$, and successive errors have the ratio

$$\frac{E_N-E}{E_{N-1}-E}\approx\frac{T_{N+1}c_{N+1}^2}{T_Nc_N^2}\approx\frac{W^2}{T_NT_{N+1}}=\frac{W^2}{\varepsilon^2N^2(N+1)^2}. \tag{11}$$

Multiplying these ratios gives an error proportional to $(W/\varepsilon)^{2N}/[(N!)^4(N+1)^2]$. The neglected factors $1+O(N^{-2})$ have a convergent product and change only the constant.

### Reference energies

Measuring an error needs an energy that does not come from the truncated matrix. For piecewise constant $V$, carry $(\psi,\psi')$ across one cell. A stretch of length $L$ with local wave number $\alpha$, and a delta barrier, are represented by

$$F(\alpha,L)=\begin{pmatrix}\cos\alpha L&\alpha^{-1}\sin\alpha L\\-\alpha\sin\alpha L&\cos\alpha L\end{pmatrix},\qquad
\begin{pmatrix}1&0\\2mg/\hbar^2&1\end{pmatrix}.$$

Each has determinant 1, so the cell matrix has eigenvalues $e^{\pm ika}$ and half its trace is $\cos ka$. Multiplying out gives the Kronig–Penney relations for delta and rectangular barriers:

$$\cos ka=\cos\alpha a+\frac{mg}{\hbar^2\alpha}\sin\alpha a,$$

$$\cos ka=\cos\alpha(a-b)\cos\beta b-\frac{\alpha^2+\beta^2}{2\alpha\beta}\sin\alpha(a-b)\sin\beta b,$$

where $\alpha^2=2mE/\hbar^2$ and $\beta^2=2m(E-V_0)/\hbar^2$; $\beta$ is imaginary below the barrier top. The densities in (5) and (8) follow from the same relations. Widening the barrier by $db$ moves each edge by $db/2$, so $\partial E/\partial b=V_0|\psi(b/2)|^2$, while $\partial E/\partial g=|\psi(0)|^2$ as before. The predictions therefore use no Fourier data.

### Measured exponents

Take a free electron mass, $a=0.5$ nm and $k=\pi/2a$, so that $\kappa=0.25$ and $\varepsilon=6.016$ eV. These and the following are round model parameters. In comparisons, $N$ in (5) and (8) is replaced by $N+\tfrac12$, which approximates the non-oscillating tail sums better and leaves the leading law unchanged.

**Delta comb**, $g=1$ eV nm. The density is $|\psi(0)|^2=0.2637$ nm$^{-1}$, and (8) predicts

$$N(E_N-E)\to\frac{2(1)^2(0.2637)}{(0.5)(6.016)}\ \text{eV}=0.1753\ \text{eV}.$$

At $N=320$ this gives $0.1753/320.5=5.47\times10^{-4}$ eV, as measured. The exponent between $N=160$ and $320$, taken as a power of $N+\tfrac12$, is 1.001. At $N=20$ the effective strength (7) is $1.0335$ eV nm, and the exact energy at that strength, $1.157249$ eV, agrees with the truncated one.

**Rectangular barriers**, $V_0=5$ eV, $b=0.2$ nm. With $|\psi(b/2)|^2=1.2987$ nm$^{-1}$, (5) predicts

$$N^3(E_N-E)\to\frac{(5)^2(0.5)(1.2987)}{3\pi^2(6.0165)}\ \text{eV}=0.0911\ \text{eV}.$$

The measured error exceeds the law by 6.2% at $N=20$ and by 0.8% at $N=160$ (double-precision rounding shifts this last figure by about 0.1%), where it is $2.22\times10^{-8}$ eV. The exponent between $N=80$ and $160$, again as a power of $N+\tfrac12$, is 3.01.

**Pole model**, $U=-2$ eV. Reference energies come from a basis with $N=96$ in 60-digit arithmetic, since these errors soon fall below ordinary machine precision. Exponential rates are taken between $N=24$ and $48$ after removing the factor $(N+1)^{-2}$:

| $r$ | $\eta$ (nm) | measured rate per unit $N$ | $4\pi\eta/a$ |
|---|---|---|---|
| 0.5 | 0.0552 | 1.385 | 1.386 |
| 0.7 | 0.0284 | 0.712 | 0.713 |

Removing the exponential instead gives powers of 1.97 and 1.94 for the algebraic factor, against the asymptotic value 2.

**Cosine**, $W=2$ eV, $k=0$. From $N=9$ to $N=10$ the error shrinks by the factor $9.10\times10^{-6}$; (11) gives $9.13\times10^{-6}$.

The numerical check checks these laws. The cosine reference comes from a basis with $N=18$ in the same arithmetic. Integrating the Schrödinger equation across a cell confirms the smooth reference energies independently, but only to $10^{-7}$ in the half trace; the much smaller errors quoted for smooth potentials are differences from the large-basis values.

### Using the laws

For an error below $10^{-6}$ eV, the cosine needs $N=3$, the pole model with $r=0.5$ needs $N=8$, and the rectangular barriers need $N=45$. For the delta comb, (8) gives the estimate $N\approx0.1753/10^{-6}\approx1.8\times10^5$. The potentials differ in strength as well as in smoothness, and the cosine is taken at $k=0$ rather than $\pi/2a$, so these numbers illustrate the laws rather than isolate the effect of smoothness.

When the error follows $CN^{-s}$, two cutoffs are enough to estimate what remains. From $E_N-E_{2N}=C N^{-s}(1-2^{-s})$,

$$E_{2N}-E\approx\frac{E_N-E_{2N}}{2^s-1}.$$

For $s=1$ the remaining error equals the last change, which is the trap described at the start. For $s=3$ it is one seventh of it: the rectangular barriers change by $1.553\times10^{-7}$ eV between $N=80$ and $160$, which gives an estimate of $2.22\times10^{-8}$ eV, in agreement with the measured error. Agreement to three figures is more than (5) guarantees. Its relative correction is $O(1/N)$, and the interference part depends on $N$ modulo 5 because $b/a=2/5$. At these cutoffs, both multiples of 5, the interference correction (about $+1.25/N$) nearly cancels the correction of the non-oscillating tail sum (about $-1.5/N$); with $N=84$ and $168$ the same estimate is 3% low. In general only a relative accuracy of order $1/N$ should be expected. The estimate requires cutoffs at which the asymptotic power has set in; a third cutoff gives an apparent exponent to compare with $s$. This is a useful check but not a proof: for barriers the oscillating interference term can bring the apparent exponent close to 3 by chance while the estimate is still poor, especially when $Nb/a$ or $N(a-b)/a$ is not yet large.

## Numbers as computed

```
period a = 0.5 nm, k = 3.14159 1/nm, kappa = 0.25
hbar^2/2m = 0.0380998 eV nm^2, eps = 6.01648 eV
delta: g = 1.0 eV nm, exact E = 1.14861384 eV
delta: |psi(0)|^2 = 0.26374 1/nm
delta: predicted N*error = 0.17534 eV
delta N=20: error 8.63490e-03 eV, over law with N+1/2: 1.0095
delta N=20: effective strength g_N = 1.033522 eV nm
delta N=20: E_N = 1.15724874 eV, exact E at g_N = 1.15724874 eV
delta N=40: error 4.35017e-03 eV, over law with N+1/2: 1.0048
delta N=80: error 2.18339e-03 eV, over law with N+1/2: 1.0024
delta N=160: error 1.09379e-03 eV, over law with N+1/2: 1.0012
delta N=320: error 5.47419e-04 eV, over law with N+1/2: 1.0006
delta: measured exponent (N 160 to 320) = 1.0009
delta, k=0, odd state, N=5: E_N = 6.01648259 eV (eps = 6.01648259)
step: V0 = 5.0 eV, b = 0.2 nm, exact E = 1.58050399 eV
step: |psi(b/2)|^2 = 1.29867 1/nm
step: predicted N^3*error = 0.09113 eV
step N=20: error 1.12371e-05 eV, over law with N+1/2: 1.0624
step N=40: error 1.41526e-06 eV, over law with N+1/2: 1.0317
step N=80: error 1.77475e-07 eV, over law with N+1/2: 1.0160
step N=160: error 2.21943e-08 eV, over law with N+1/2: 1.0070
step: measured exponent (N 80 to 160) = 3.0129
step N=20 in M=160: error 1.12149e-05 eV, tail energy 1.12149e-05 eV
step N=20 Temple bounds on error: 1.12114e-05 to 1.12149e-05 eV
poles r=0.5: eta = 0.055159 nm, E = -2.11147411 eV
poles r=0.5 N=24: error 8.3073e-18 eV, over law: 0.9563
poles r=0.5 N=48: error 7.8555e-33 eV, over law: 0.9804
poles r=0.5: rate per N measured 1.3854, 4 pi eta/a = 1.3863, power 1.967
poles r=0.7: eta = 0.028383 nm, E = -2.71958785 eV
poles r=0.7 N=24: error 2.5529e-10 eV, over law: 0.9160
poles r=0.7 N=48: error 2.5455e-18 eV, over law: 0.9575
poles r=0.7: rate per N measured 0.7116, 4 pi eta/a = 0.7133, power 1.937
cosine: W = 2.0 eV, k = 0, E = -1.14282799 eV
cosine N=2: error 6.4080e-05 eV, ratio to N-1: 2.9176e-03, law 3.0695e-03
cosine N=4: error 1.2948e-11 eV, ratio to N-1: 2.7119e-04, law 2.7626e-04
cosine N=6: error 9.7473e-20 eV, ratio to N-1: 6.2084e-05, law 6.2644e-05
cosine N=8: error 7.2340e-29 eV, ratio to N-1: 2.1204e-05, law 2.1316e-05
cosine N=10: error 8.9440e-39 eV, ratio to N-1: 9.1011e-06, law 9.1325e-06
N for error below 1e-6 eV: cosine 3, poles r=0.5 8, step 45
N for error 1e-6 eV, delta, from the 1/N law: 1.753e+05
```
